# Basis Convergence for the Linear E × e Jahn–Teller Problem: test program

```python
"""Linear E x e Jahn-Teller problem in tridiagonal blocks of fixed j.

Result under test: H = (p^2 + rho^2)/2 + k (x s1 + y s2), in units of the
vibrational quantum, splits into tridiagonal blocks j = m + 1/2.  The error
of the lowest root of a truncated block is close to (n_c - D) P(n_c).

D    Jahn-Teller energy / vibrational quantum, D = k^2/2
m    j - 1/2, a non-negative integer (negative j repeats the spectrum)
N    number of functions kept in a block; n_c = m + N is the first omitted n
P(n) weight of the vibronic state on the function with n quanta
"""
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, ive
from scipy.constants import value


def block(D, m, N):
    """Diagonal and off-diagonal of the block j = m + 1/2."""
    p = np.arange(N)
    squares = np.where(p % 2 == 1, m + (p + 1) // 2, p // 2)
    return m + 1.0 + p, np.sqrt(2 * D * squares[1:])


def root(D, m, N, v=0):
    d, e = block(D, m, N)
    return eigh_tridiagonal(d, e, eigvals_only=True, select='i',
                            select_range=(v, v))[0]


def ground_vector(D, m, N):
    d, e = block(D, m, N)
    w, c = eigh_tridiagonal(d, e, select='i', select_range=(0, 0))
    return w[0], c[:, 0]


def large(D):
    return int(D + 12 * np.sqrt(D) + 60)


def model_weight(D, m, n):
    """Weights of the displaced oscillator state projected onto j."""
    n = np.asarray(n)
    n_minus = (n - m) // 2
    n_plus = n - n_minus
    log_norm = D + np.log(ive(m, D) + ive(m + 1, D))
    return np.exp(n * np.log(D / 2) - gammaln(n_plus + 1)
                  - gammaln(n_minus + 1) - log_norm)


def trial_energy(D, m):
    a, b = ive(m, D), ive(m + 1, D)
    return 1 - D + (m * a - (m + 1) * b) / (a + b)


def needed_size(D, eps, v=0):
    """Smallest N with truncation error below eps, by diagonalization."""
    exact = root(D, 0, large(D), v)
    N = v + 2
    while root(D, 0, N, v) - exact >= eps:
        N += 1
    return N


# Lower sheet: minimum of the lowest eigenvalue of the potential matrix.
D0 = 2.0
k0 = np.sqrt(2 * D0)


def lower_sheet(rho, angle=0.7):
    x, y = rho * np.cos(angle), rho * np.sin(angle)
    V = rho**2 / 2 * np.eye(2) + k0 * np.array([[x, y], [y, -x]])
    return np.linalg.eigvalsh(V)[0]


sheet = minimize_scalar(lower_sheet, bounds=(0.1, 8), method='bounded',
                        options={'xatol': 1e-9})
assert abs(sheet.x - k0) < 1e-5 and abs(sheet.fun + D0) < 1e-9

# All blocks together against a Cartesian oscillator basis, same maximum n.
n_max = 12
states = [(a, b) for a in range(n_max + 1) for b in range(n_max + 1 - a)]
index = {s: i for i, s in enumerate(states)}
size = len(states)
X, Y = np.zeros((size, size)), np.zeros((size, size))
for (a, b), i in index.items():
    if (a + 1, b) in index:
        q = index[(a + 1, b)]
        X[i, q] = X[q, i] = np.sqrt((a + 1) / 2)
    if (a, b + 1) in index:
        q = index[(a, b + 1)]
        Y[i, q] = Y[q, i] = np.sqrt((b + 1) / 2)
H0 = np.diag([a + b + 1.0 for a, b in states])
cartesian = np.linalg.eigvalsh(np.block([[H0 + k0 * X, k0 * Y],
                                         [k0 * Y, H0 - k0 * X]]))
from_blocks = []
for m in range(n_max + 1):
    d, e = block(D0, m, n_max + 1 - m)
    matrix = np.diag(d) + np.diag(e, 1) + np.diag(e, -1)
    from_blocks.extend(np.repeat(np.linalg.eigvalsh(matrix), 2))
cart_dev = np.max(np.abs(np.sort(from_blocks) - cartesian))
assert cart_dev < 1e-10

# Low levels against a two-dimensional sinc grid without oscillator functions.
h = 0.55
i = np.arange(-13, 14)
x = h * i
diff = i[:, None] - i[None, :]
safe = np.where(diff == 0, 1, diff)
T = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
T = T * np.where(diff % 2 == 0, 1, -1) / (2 * h**2)
one = np.eye(len(x))
gx, gy = [g.ravel() for g in np.meshgrid(x, x, indexing='ij')]
G0 = np.kron(T, one) + np.kron(one, T) + np.diag((gx**2 + gy**2) / 2)
GX, GY = np.diag(k0 * gx), np.diag(k0 * gy)
grid = eigh(np.block([[G0 + GX, GY], [GY, G0 - GX]]),
            eigvals_only=True, subset_by_index=[0, 7])
levels = np.sort([root(D0, m, 80, v) for m in range(6) for v in range(4)])
grid_dev = np.max(np.abs(np.repeat(levels[:4], 2) - grid))
assert grid_dev < 1e-6

# Weak-coupling series through second order in D.
small = 1e-4
for m in range(3):
    series = (m + 1) * (1 - 2 * small) + 2 * small**2 * (m + 1) * (2 * m + 1)
    assert abs(root(small, m, 20) - series) < 2e-9


# Strong-coupling series: extrapolated coefficient of k^-6.
def sixth_coefficient(k2, m):
    j = m + 0.5
    known = -k2 / 2 + 0.5 + j**2 / (2 * k2) + 3 * j**2 / (4 * k2**2)
    return (root(k2 / 2, m, large(k2 / 2)) - known) * k2**3


coefficients = []
for m in (0, 1):
    j = m + 0.5
    found = 2 * sixth_coefficient(200.0, m) - sixth_coefficient(100.0, m)
    formula = 7 * j**2 / 4 - j**4 / 2
    assert abs(found - formula) < 0.03
    coefficients.append((j, found, formula))

# Projected displaced state: energy formula against its explicit expectation.
for D in (0.5, 2.0, 10.0):
    for m in range(3):
        N = large(D)
        d, e = block(D, m, N)
        t = (-1.0)**np.arange(N) * np.sqrt(model_weight(D, m, m + np.arange(N)))
        assert abs(t @ t - 1) < 1e-10
        mean_energy = d @ t**2 + 2 * np.sum(e * t[1:] * t[:-1])
        assert abs(mean_energy - trial_energy(D, m)) < 1e-9
        assert mean_energy >= root(D, m, N) - 1e-10


def overlap_squared(D, m=0):
    N = large(D)
    c = ground_vector(D, m, N)[1]
    t = (-1.0)**np.arange(N) * np.sqrt(model_weight(D, m, m + np.arange(N)))
    return (c @ t)**2


assert overlap_squared(20.0) > 0.995
assert overlap_squared(50.0) > overlap_squared(20.0)

# Exact truncation identity at one case.
D, N = 5.0, 16
E, c = ground_vector(D, 0, large(D))
EN, v = ground_vector(D, 0, N)
b_cut = block(D, 0, N + 1)[1][-1]
identity = -b_cut * v[-1] * c[N] / (v @ c[:N])
assert abs(identity / (EN - E) - 1) < 1e-5

# Worked example.
quantum = 0.002
to_cm = value('hartree-inverse meter relationship') / 100
E0, c0 = ground_vector(D0, 0, large(D0))
E1 = root(D0, 0, large(D0), 1)
lowest = [root(D0, m, large(D0)) for m in range(3)]
assert lowest[0] < lowest[1] < lowest[2]
print(f"Example: D = {D0:.1f}, k = {k0:.1f} (dimensionless)")
print(f"vibrational quantum hw = {quantum:.3f} hartree"
      f" = {quantum * to_cm:.2f} cm^-1")
print(f"lower sheet: rho_min = {sheet.x:.4f} (dimensionless),"
      f" E_min = {sheet.fun:.4f} hw")
for m, energy in enumerate(lowest):
    j = m + 0.5
    rotor = -D0 + 0.5 + j**2 / (4 * D0)
    print(f"j = {j:.1f}: E = {energy:.6f} hw, rotor formula {rotor:.6f} hw")
print(f"second root, j = 0.5: {E1:.6f} hw")
gap = lowest[1] - lowest[0]
print(f"splitting E(3/2)-E(1/2) = {gap:.6f} hw"
      f" = {gap * quantum * to_cm:.2f} cm^-1")
print(f"trial energy, j = 0.5: {trial_energy(D0, 0):.6f} hw")
print(f"squared overlap with trial state: {overlap_squared(D0):.5f}")
print(f"Cartesian-basis max deviation: {cart_dev:.1e} hw")
print(f"grid max deviation, 8 levels: {grid_dev:.1e} hw")

print("Convergence at D = 2, j = 1/2 (energies in hw)")
print(" N       E_N        error   (N-D)P(N)  Temple bound")
previous = np.inf
for N in range(4, 19, 2):
    EN, v = ground_vector(D0, 0, N)
    error = EN - E0
    b_cut = block(D0, 0, N + 1)[1][-1]
    assert EN <= previous + 1e-12 and EN < E1
    temple = (b_cut * v[-1])**2 / (E1 - EN)
    assert error <= temple + 1e-12
    law = (N - D0) * c0[N]**2
    print(f"{N:2d} {EN:12.8f} {error:10.2e} {law:10.2e} {temple:10.2e}")
    previous = EN

# Basis size against coupling strength.
eps = 1e-6
z = brentq(lambda s: s * np.exp(-s * s / 2) / np.sqrt(2 * np.pi) - eps, 1.5, 12)
print(f"Basis size for error < {eps:.0e} hw, j = 1/2; z = {z:.4f}")
print("    D    <n>   spread    N  N_model  N_law  law/error")
for D in (0.5, 2.0, 5.0, 10.0, 20.0, 50.0, 100.0):
    E, c = ground_vector(D, 0, large(D))
    n = np.arange(len(c))
    mean = n @ c**2
    spread = np.sqrt((n - mean)**2 @ c**2)
    step = 1e-3 * D
    slope = (root(D + step, 0, large(D))
             - root(D - step, 0, large(D))) / (2 * step)
    assert abs(mean - (E - 2 * D * slope - 1)) < 1e-4
    if D >= 20:
        assert abs(mean - (D - 0.5 + 3 / (16 * D))) < 0.01
        assert abs(spread**2 / D - 1) < 0.05
    N = needed_size(D, eps)
    N_model = int(D + np.sqrt(D)) + 1
    while (N_model - D) * model_weight(D, 0, N_model) >= eps:
        N_model += 1
    N_law = D + z * np.sqrt(D) + z**2 / 6 - 1
    ratio = (N - D) * c[N]**2 / (root(D, 0, N) - E)
    assert abs(N - N_model) <= 1
    assert abs(N - N_law) <= 2
    assert 0.8 < ratio < 1.25
    print(f"{D:5.1f} {mean:7.3f} {spread:7.3f} {N:4d} {N_model:6d}"
          f" {N_law:8.1f} {ratio:8.3f}")

for D in (5.0, 20.0):
    first, second = needed_size(D, eps), needed_size(D, eps, 1)
    assert second > first
    print(f"D = {D:.0f}: N = {first} for root 1, N = {second} for root 2")
for j, found, formula in coefficients:
    print(f"k^-6 coefficient, j = {j:.1f}: {found:.4f} hw,"
          f" formula {formula:.4f} hw")
print(f"squared overlap with trial state, D = 20: {overlap_squared(20.0):.6f}")
print("all assertions hold")
```

Output:

```
Example: D = 2.0, k = 2.0 (dimensionless)
vibrational quantum hw = 0.002 hartree = 438.95 cm^-1
lower sheet: rho_min = 2.0000 (dimensionless), E_min = -2.0000 hw
j = 0.5: E = -1.445743 hw, rotor formula -1.468750 hw
j = 1.5: E = -1.159660 hw, rotor formula -1.218750 hw
j = 2.5: E = -0.740896 hw, rotor formula -0.718750 hw
second root, j = 0.5: -0.364436 hw
splitting E(3/2)-E(1/2) = 0.286082 hw = 125.58 cm^-1
trial energy, j = 0.5: -1.410994 hw
squared overlap with trial state: 0.99333
Cartesian-basis max deviation: 2.5e-14 hw
grid max deviation, 8 levels: 1.1e-13 hw
Convergence at D = 2, j = 1/2 (energies in hw)
 N       E_N        error   (N-D)P(N)  Temple bound
 4  -1.24799944   1.98e-01   1.34e-01   5.70e-01
 6  -1.41359070   3.22e-02   3.13e-02   1.24e-01
 8  -1.44268106   3.06e-03   3.04e-03   1.71e-02
10  -1.44557270   1.70e-04   1.67e-04   1.28e-03
12  -1.44573655   6.06e-06   5.94e-06   5.72e-05
14  -1.44574246   1.51e-07   1.48e-07   1.72e-06
16  -1.44574261   2.80e-09   2.75e-09   3.70e-08
18  -1.44574261   4.01e-11   3.93e-11   6.04e-10
Basis size for error < 1e-06 hw, j = 1/2; z = 5.4006
    D    <n>   spread    N  N_model  N_law  law/error
  0.5   0.530   0.704    8      8      8.2    0.978
  2.0   1.712   1.370   14     13     13.5    0.979
  5.0   4.552   2.228   21     21     20.9    0.992
 10.0   9.522   3.160   31     31     30.9    1.002
 20.0  19.510   4.472   48     48     48.0    1.010
 50.0  49.504   7.071   92     92     92.0    1.019
100.0  99.502  10.000  158    158    157.9    1.024
D = 5: N = 21 for root 1, N = 24 for root 2
D = 20: N = 48 for root 1, N = 53 for root 2
k^-6 coefficient, j = 0.5: 0.4060 hw, formula 0.4062 hw
k^-6 coefficient, j = 1.5: 1.4084 hw, formula 1.4062 hw
squared overlap with trial state, D = 20: 0.999959
all assertions hold
```
